# Exactness and limits of the constraint in constrained path Monte Carlo, part 2

Constrained path Monte Carlo deletes auxiliary-field paths once their overlap with a trial state ceases to be positive; two derivations ask what stays exact. Algebra is in atomic units, the example in eV.

$H=K+V$ has nondegenerate ground state $\Psi_0$, energy $E_0$. One step $\Delta\tau$ is

$$G=e^{-\Delta\tau K/2}e^{-\Delta\tau V}e^{-\Delta\tau K/2}=\sum_x p(x)B(x),$$

with independent fields $x$, top eigenvalue $\lambda_0$, unit eigenvector $\Psi$, next eigenvalue $\lambda_1$. Set $\tilde B=B/\lambda_0$, $\tilde G=G/\lambda_0$, $E_G=-\ln\lambda_0/\Delta\tau$.

Paths $\phi_k=\tilde B(x_k)\phi_{k-1}$ start at a unit determinant $\phi_0$ and have overlap $M_k=\langle\Psi|\phi_k\rangle$, zero on the node. $\mathbb E$ sums over paths with weight $\prod_k p(x_k)$. For $M_0>0$, paths are deleted at the first step $T$ with $M_T\le0$, leaving $\Phi^c_n=\mathbb E[\phi_n;T>n]$, with mean walker weight $\langle\Psi|\Phi^c_n\rangle/M_0$.

(a) If $\langle\Psi|\phi\rangle=0$, the weighted overlaps of all descendants of $\phi$ sum to zero after any number of steps.

(b) $\langle\Psi|\Phi^c_n\rangle=M_0+D_n$, where $D_n=\mathbb E[\,|M_T|\,;T\le n]\ge0$ is the mean overshoot.

(c) $D_n\to0$ as $\Delta\tau\to0$ at fixed $\tau=n\Delta\tau$.

The first derivation splits paths at $T$,

$$\tilde G^n\phi_0=\Phi^c_n+R_n,\qquad R_n=\sum_{k=1}^n\tilde G^{\,n-k}\chi_k,\qquad\chi_k=\mathbb E[\phi_k;T=k],$$

and gives $D_n\le\beta\kappa^{n/2}$, with $\beta=\max_x\|\tilde B(x)^{-1}-1\|$ and $\kappa$ the top eigenvalue of $\sum_xp\,\tilde B^{\mathsf T}\tilde B$.

The second uses $h(\phi)=\langle\Psi|\phi\rangle$ and $(\mathcal T_cf)(\phi)=\sum_xp\,\Theta\big(h(\tilde B\phi)\big)f(\tilde B\phi)$, $\Theta$ the unit step. As $\Delta\tau\to0$, $\mathcal T_c^nh$ is assumed to approach a solution of $\partial_\tau f=\mathcal Lf$ for $h>0$, with $f=0$ on the node (the wall) and

$$\mathcal Lf=-\nabla f\cdot(H-E_0)\phi+\tfrac12\sum_xp\,(Y_x\phi)^{\mathsf T}(\nabla\nabla f)(Y_x\phi),$$

where $\tilde B=1+\sqrt{\Delta\tau}\,Y_x+\Delta\tau Z_x+O(\Delta\tau^{3/2})$.

Example: one up and one down electron on two sites, basis $|ij\rangle$, Pauli matrices $\tau_z,\tau_x$ in the site index,

$$H=\sum_\sigma(-\epsilon\tau_{z\sigma}-t\tau_{x\sigma})+\frac U2(1+\tau_{z\uparrow}\tau_{z\downarrow})+X\tau_{x\uparrow}\tau_{x\downarrow},$$

$\epsilon=t=1$, $U=2$, $X=0.5$ eV; the first sum is $K$. Determinants $u\otimes v$ have polar angles $(\theta_\uparrow,\theta_\downarrow)$. Fields $x=(s,s')$, each $\pm1$, have $p=\frac14$ and $B=b_\uparrow\otimes b_\downarrow$,

$$b_{\uparrow,\downarrow}=e^{-\Delta\tau(U+X)/2}\,e^{-\Delta\tau k/2}e^{\pm s\gamma_z\tau_z}e^{\pm s'\gamma_x\tau_x}e^{-\Delta\tau k/2},\qquad k=-\epsilon\tau_z-t\tau_x ,$$

with $\cosh2\gamma=e^{2\Delta\tau g}$, $g=U/2$ for $\gamma_z$ and $g=X$ for $\gamma_x$.

## What each derivation assumes

Parts (a) and (b) rest on the same two facts in both routes: $\Psi$ is a left eigenvector of $\sum_xpB$, and the fields of different steps are independent. Neither uses the determinant form of $\phi$ or a gap. The gap enters through the decay of $\tilde G^m\phi$ and through the $O(\Delta\tau^2)$ closeness of $\Psi$ and $\Psi_0$.

The routes differ at part (c). The first needs invertible $B$, the $\sqrt{\Delta\tau}$ expansion and a finite field set, which makes $\beta$ finite; unbounded Gaussian fields would need a different estimate. It returns an explicit inequality at every finite $\Delta\tau$ and assumes nothing about a limit. The second never inverts $B$, but it assumes that the limit exists, is twice differentiable inside and vanishes continuously on the node, and it gives no rate. For the function $h$ the first route proves what the second assumes, since it shows $\mathcal T_c^nh\to h$ directly. The second route isolates the two properties that make the constraint harmless: the function must be stationary under $\mathcal L$ and must vanish on the wall.

Both routes show how a wrong trial state $\Psi_T$ fails. In the first, a determinant with $\langle\Psi_T|\phi\rangle=0$ has future $\langle\Psi_T|\tilde G^m|\phi\rangle\to\langle\Psi_T|\Psi\rangle\langle\Psi|\phi\rangle$, because $\tilde G^m\to|\Psi\rangle\langle\Psi|$, and this is nonzero unless $\phi$ also lies on the exact node or $\Psi_T\perp\Psi$. In the second, $h_T$ vanishes on the wall but $\mathcal Lh_T\ne0$, while $h$ is stationary but does not vanish on the wall. Using $\Psi_0=\Psi+\delta$ at finite $\Delta\tau$ is the mild case. For unit $\phi$ with $\langle\Psi_0|\phi\rangle=0$, one has $\langle\Psi|\phi\rangle=-\langle\delta|\phi\rangle$, so $\langle\Psi_0|\tilde G^m|\phi\rangle=\langle\delta|\tilde G^m-1|\phi\rangle$, of magnitude at most $2\|\delta\|=O(\Delta\tau^2)$.

## What is exact and what is not

The mixed energy $\langle\Psi_0|H|\Phi\rangle/\langle\Psi_0|\Phi\rangle$ equals $E_0$ for any $\Phi$ of nonzero overlap, since $\langle\Psi_0|H=E_0\langle\Psi_0|$; the same holds for any operator of which $\langle\Psi_0|$ is a left eigenvector. The growth energy comes from the weights. With $O_n=M_0+D_n$ and the factor $\lambda_0$ restored,

$$E_{\rm gr}=-\frac1{\Delta\tau}\ln\frac{\lambda_0O_n}{O_{n-1}}=E_G-\frac1{\Delta\tau}\ln\Big(1+\frac{D_n-D_{n-1}}{O_{n-1}}\Big)\le E_G ,$$

because $D_n$ never decreases. Averaged over the $n$ steps the shift telescopes to $-\ln(1+D_n/M_0)/\tau$, which vanishes with $D_n$.

The vector $\Phi^c_n$ is not made exact. Only the projection of $R_n$ on $\Psi$ is an overshoot. With $P=1-|\Psi\rangle\langle\Psi|$, the part $R_\perp=PR_n$ sums determinants of finite norm that lay near the node when they were deleted, each propagated freely over the remaining steps. In the second language, $\langle\Psi_0|A\,e^{-\tau(H-E_0)}|\phi\rangle$ solves $\partial_\tau f=\mathcal Lf$, being linear in $\phi$, but for general $A$ it does not vanish on the node and so is not the constrained solution. At long times, propagating the survivors one step and removing those that cross gives $\Phi^c_n=\tilde G\Phi^c_{n-1}-\chi_n$. If the direction has settled, $\Phi^c_n=\mu\Phi^c_{n-1}$ with $\mu=O_n/O_{n-1}\ge1$, and applying $P$, which commutes with $\tilde G$, gives

$$P\Phi^c_{n-1}=-(\mu-\tilde G)^{-1}P\chi_n ,$$

where the inverse exists on the subspace orthogonal to $\Psi$ because $\mu>\lambda_1/\lambda_0$. So $\Phi^c\propto\Psi$ only if the deleted determinants cancel as vectors, $P\chi=0$, and neither derivation forces that. A mixed estimator then differs from $\langle\Psi|A|\Psi\rangle$ by $\langle\Psi|A|P\Phi^c\rangle/O_n$. Releasing the constraint for $m$ final steps replaces $\Phi^c$ by $\tilde G^m\Phi^c$, keeps the overlap, and multiplies $\eta=\|P\Phi^c\|/O_n$ by a number no larger than $(\lambda_1/\lambda_0)^m$, at the price of keeping walkers of negative overlap during those steps.

## Worked example

At $\Delta\tau=0.1$ eV$^{-1}$, $\cosh2\gamma_z=e^{0.2}$ and $\cosh2\gamma_x=e^{0.1}$ give $\gamma_z=0.32687$ and $\gamma_x=0.22735$. Diagonalising $G$ gives $\lambda_0=1.133111$, $E_G=-\ln(1.133111)/0.1=-1.24967$ eV, $\lambda_1/\lambda_0=0.927775$, and $\Psi=(0.72555,0.47968,0.47968,0.11565)$ on $|11\rangle,|12\rangle,|21\rangle,|22\rangle$.

For $\theta_\uparrow=-40^\circ$, $u=(0.76604,-0.64279)$, and the overlap is $w\cdot v$ with $w_j=\sum_iu_i\Psi_{ij}$: $w_1=0.55580-0.30833=0.24747$ and $w_2=0.36745-0.07434=0.29311$. The vector $w$ points at $49.83^\circ$, so $\theta_\downarrow=139.83^\circ$ lies on the node. This is the start whose $4^8$ descendants give $\pm0.126364$; the summed vector has norm $0.10419$, below the bound $0.927775^8=0.54896$. For the trial state exact at $U=X=0$, with $\langle\Psi_T|\Psi\rangle=0.97542$, the determinant $(-67.5^\circ,30^\circ)$ on its node has future overlap $-0.0827$ after eight steps, tending to $-0.1024$. For the node of $\Psi_0$ at $\tau=0.8$ eV$^{-1}$ the residual is $-6.608\times10^{-5}$ at $\Delta\tau=0.02$ eV$^{-1}$ and $-1.652\times10^{-5}$ at $0.01$ eV$^{-1}$, a ratio of $4.00$; the latter is within $2\|\delta\|=2\times1.994\times10^{-5}$.

For the start $(-40^\circ,30^\circ)$, $M_0=0.24747\times0.86603+0.29311\times0.5=0.36087$, or $0.360878$ unrounded. A fraction $0.337$ of the paths is deleted. The overshoots recorded at first crossing give $D=0.051711$, the deleted paths followed to step eight sum to $-0.051711$, and $0.360878+0.051711=0.412589$ is the survivors' overlap, $14\%$ above $M_0$. With $\Psi_T$ in place of $\Psi$ the deleted descendants and the overshoot fail to cancel, leaving $-0.0265$. The bound $\beta\kappa^4=2.4556\times1.2570^4=6.13$ holds but is far from the value.

Sampling 50000 paths from the same start to $\tau=0.5$ eV$^{-1}$ gives:

| $\Delta\tau$ (eV$^{-1}$) | deleted | $D$ | bound | $\lVert R_\perp\rVert$ |
|---|---|---|---|---|
| 0.01 | 0.352 | 0.01860(19) | 0.937 | 0.262(2) |
| 0.0025 | 0.370 | 0.01019(10) | 0.427 | 0.268(2) |
| 0.000625 | 0.382 | 0.00545(6) | 0.202 | 0.275(2) |

The overshoot falls while $R_\perp$ does not. Between the two finest steps $D\propto\Delta\tau^{0.451}$, with a sampling error of about $0.01$ in the exponent from the $1\%$ errors on $D$, somewhat below the exponent $\frac12$ of the bound's limiting form. Part of the shortfall is the rising deleted fraction: per deleted path, $0.01019/0.3695=0.0276$ and $0.00545/0.3819=0.0143$, an exponent near $0.475$. The remainder is not sampling noise. The overshoot per deleted path is free of the scatter in the number of deletions, and its exponent has an error of about $0.007$, so $0.475$ lies some $3.5$ standard errors below $\frac12$. Samples of 180000 to 300000 paths give $0.465(3)$ for the coarser pair of steps and $0.477(3)$ for the finer pair, consistent with a correction of higher order in $\sqrt{\Delta\tau}$, whose form is not derived here.

Long times are treated with a transfer matrix on a $1^\circ$ grid of angles, each propagated orbital being written exactly as a positive combination of its two neighbouring grid orbitals. For the first row of the table it gives $D=0.01853$ and $\|R_\perp\|=0.261$. From $(30^\circ,30^\circ)$ at $\tau=4$ eV$^{-1}$, $E_{\rm gr}-E_G$ is $-9.6\times10^{-3}$ eV at $\Delta\tau=0.01$ eV$^{-1}$ and $-5.6\times10^{-3}$ eV $=-2.0\times10^{-4}$ hartree at $0.0025$ eV$^{-1}$. The ratio is $1.72$, where pure $\sqrt{\Delta\tau}$ scaling gives $2$. These values are not converged in the grid: on a $0.5^\circ$ grid they become $-9.5\times10^{-3}$ eV and $-5.25\times10^{-3}$ eV (the latter at $\tau=3$ eV$^{-1}$), a ratio of $1.80$, so the extra spreading caused by the grid accounts for part of the difference. The state error is $\eta=1.16\times10^{-2}$ and $1.10\times10^{-2}$, steady since $\tau=3.5$ eV$^{-1}$ to within $2\times10^{-5}$, against $2.7\times10^{-7}$ for free projection. The free value is this small partly by accident: the start has a component of only about $0.0025$ on the level at $1.0451$ eV, and its initial $\eta\approx0.155$ alone would allow up to $0.155\,e^{-4\times2.2917}=1.6\times10^{-5}$, still far below the constrained value. The ratio of the two constrained values is $0.948$ on the $1^\circ$ grid. On a $0.5^\circ$ grid the values are $1.155\times10^{-2}$ and $1.07\times10^{-2}$ (the latter at $\tau=3$ eV$^{-1}$), a ratio of $0.92$. Both ratios are far from the $0.5$ of an error vanishing as $\sqrt{\Delta\tau}$, but both are grid values, and the ratio fell when the grid was refined. Two step sizes on grids that are not converged are evidence, not proof, of a nonzero limit in this model. At the finer step the mixed occupation of site 1 is off by $-3.4\times10^{-3}$ from $\langle\Psi|n_1|\Psi\rangle=1.5125$, and the mixed double occupancy by $-4.8\times10^{-3}$ from $0.5385$, which is $0.9\%$; on the $0.5^\circ$ grid these biases are $-3.2\times10^{-3}$ and $-4.6\times10^{-3}$.

Release for $2$ eV$^{-1}$ reduces $\eta$ to $5.7\times10^{-5}$, well under the bound $2.5\times10^{-3}$. The bound uses the level at $-0.5$ eV, which is $(|12\rangle-|21\rangle)/\sqrt2$: $K$ and the $U$ term annihilate it, and the $X$ term exchanges $|12\rangle$ and $|21\rangle$, giving $-X$. Exchanging $u\leftrightarrow v$ together with $(s,s')\to(-s,-s')$ leaves the weights, the overlap with the symmetric $\Psi$ and the start $(30^\circ,30^\circ)$ unchanged, so $\Phi^c$ is symmetric and has no component on this level. The lowest level it can contain lies $1.0451+1.2466=2.2917$ eV up, which sharpens the bound, up to the time-step error, to $1.10\times10^{-2}\,e^{-4.583}=1.1\times10^{-4}$, still above the computed value. The numerical check asserts the decoupling, the $\Delta\tau^2$ orders, parts (a) and (b), the telescoped weights, the bound on $D$ with the limits of $\beta$ and $\kappa$, and the persistence of $R_\perp$ and $\eta$. The larger samples and the $0.5^\circ$ grid values are not part of that printed run.

## Computed values

```
eps=1.0 eV, t=1.0 eV, U=2.0 eV, X=0.5 eV
levels of H (eV): [-1.24657 -0.5      1.0451   4.70147]
E0 = -1.246568 eV = -0.0458105 hartree; gap = 0.74657 eV
psi0 (11,12,21,22): [0.72494 0.48035 0.48035 0.11402]
dt=0.02 /eV: |psi-psi0|=7.975e-05, EG-E0=-1.245e-04 eV, psi0-node residual(tau=0.8 /eV)=-6.608e-05
dt=0.01 /eV: |psi-psi0|=1.994e-05, EG-E0=-3.114e-05 eV, psi0-node residual(tau=0.8 /eV)=-1.652e-05
beta/sqrt(dt): 2.4563 at dt=1e-6 /eV, limit 2.4495 eV^0.5
ln(kappa)/dt: 4.5068 at dt=1e-6 /eV, limit 4.5069 eV
enumeration: dt=0.1 /eV, n=8, paths=65536, gamma_z=0.32687, gamma_x=0.22735
lam0=1.133111, lam1/lam0=0.927775, EG=-1.249665 eV
psi (11,12,21,22): [0.72555 0.47968 0.47968 0.11565]
nodal start: up angle -40 deg, down angle 139.827 deg
  positive sum=0.126364, negative sum=-0.126364, total=4.2e-16
  norm of summed vector=0.10419, bound (lam1/lam0)^n=0.54896
U=X=0 trial: <T|psi>=0.97542; its node (-67.5,30 deg): sum=-0.08266, limit=-0.10240
start (-40,30 deg): M0=0.360878, killed fraction=0.33698
  constrained overlap=0.412589, D=0.051711, killed descendants=-0.051711
  beta=2.4556, kappa=1.2570, bound=6.1295
  U=X=0 trial: killed descendants + D = -0.026495 (identity fails)
sampling: 50000 paths, tau=0.5 /eV, start (-40,30 deg)
  dt=0.01 /eV: killed=0.3521, D=0.01860+-0.00019, bound=0.9366, |R_perp|=0.2625+-0.0023
  dt=0.0025 /eV: killed=0.3695, D=0.01019+-0.00010, bound=0.4266, |R_perp|=0.2679+-0.0024
  dt=0.000625 /eV: killed=0.3819, D=0.00545+-0.00006, bound=0.2016, |R_perp|=0.2753+-0.0024
  exponent of D (two finest dt)=0.451; |R_perp| ratio fine/coarse=1.028
grid check dt=0.01 /eV, tau=0.5 /eV: D=0.01853, |R_perp|=0.2614
steady state: grid, start (30,30 deg), tau=4 /eV; eta=|Phi_perp|/<psi|Phi>
 dt=0.01 /eV: EG=-1.246599 eV, growth energy - EG=-9.567e-03 eV
  eta constrained=1.162e-02 (tau=3.5 /eV: 1.162e-02), free=2.7e-07
  <n1>=1.51254, mixed bias=-4.288e-03; <double occ>=0.53855, mixed bias=-5.445e-03
  eta after release 2 /eV=7.532e-05, bound=2.611e-03
 dt=0.0025 /eV: EG=-1.246570 eV, growth energy - EG=-5.556e-03 eV
  eta constrained=1.102e-02 (tau=3.5 /eV: 1.101e-02), free=2.7e-07
  <n1>=1.51253, mixed bias=-3.365e-03; <double occ>=0.53853, mixed bias=-4.801e-03
  eta after release 2 /eV=5.679e-05, bound=2.475e-03
energy shift ratio coarse/fine=1.722; eta ratio fine/coarse=0.948
finest growth energy shift = -5.556e-03 eV = -2.042e-04 hartree
```
